# Group delay that accompanies Raman gain in a silicon waveguide

## Problem

A continuous, monochromatic pump and a weak Stokes wave travel in a silicon waveguide. The Raman gain coefficient of the Stokes wave is a Lorentzian in frequency with full width at half maximum $\Delta\nu=105$ GHz, centred 15.6 THz below the pump. The pump is not depleted by the Stokes wave. At line centre the Raman process multiplies the Stokes power by $G=10$, that is, by 10 dB.

(a) Starting from a damped phonon driven by the two light waves, find the complex factor by which the Raman process multiplies the Stokes amplitude.

(b) Show that switching on the pump adds about 3.5 ps of group delay at line centre. What happens away from the centre, and which width must be called 105 GHz?

(c) Show that causality fixes this delay from the gain curve alone, and find how much it depends on the line being Lorentzian.

(d) How long must a Stokes pulse be to show this delay?

(e) Size the pump power and the competing effects for a 4 cm waveguide. What changes if 10 dB is the measured ratio of Stokes output with pump on to pump off?

## Solution

### (a) The Stokes transfer factor

Write the fields with the time factor $e^{-i\omega t}$ and the space factor $e^{ikz}$, with slowly varying amplitudes $A_p$ (pump) and $A_s$ (Stokes). The coupling energy density of light and phonon coordinate $q$ is $-\tfrac12\varepsilon_0\chi' qE^2$, where $\chi'$ is the change of susceptibility per unit $q$. It has two consequences: a force on the phonon proportional to $+\chi'E^2$, and a polarization $\varepsilon_0\chi' qE$.

The phonon obeys

$$\ddot q+2\Gamma\dot q+\Omega_R^2q\propto\chi' E^2 .$$

The part of $E^2$ that oscillates as $e^{-i\Omega t}$, with $\Omega=\omega_p-\omega_s$, is proportional to $A_pA_s^*$. With $q=Qe^{-i\Omega t}+\text{c.c.}$, each time derivative gives $-i\Omega$, so

$$Q\propto\frac{\chi' A_pA_s^*}{\Omega_R^2-\Omega^2-2i\Gamma\Omega}.$$

The polarization at $\omega_s=\omega_p-\Omega$ comes from the product $Q^*A_p$. The complex conjugate reverses the sign of the damping term. For a slowly varying envelope the wave equation gives $dA_s/dz=i\times(\text{positive constant})\times(\text{polarization})$. Since $\chi'$ enters twice, the overall constant $K$ is positive:

$$\frac{dA_s}{dz}=\frac{iK|A_p|^2}{\Omega_R^2-\Omega^2+2i\Gamma\Omega}\,A_s .$$

Let $\delta$ be the Stokes angular frequency measured from line centre. Raising $\omega_s$ lowers the beat frequency, so $\Omega=\Omega_R-\delta$. For $|\delta|\ll\Omega_R$,

$$\Omega_R^2-\Omega^2=2\Omega_R\delta-\delta^2\approx2\Omega_R\delta,\qquad 2i\Gamma\Omega\approx2i\Gamma\Omega_R .$$

With $x=\delta/\Gamma$ the response becomes

$$\frac{iK|A_p|^2}{2\Omega_R\Gamma(x+i)}=\frac{K|A_p|^2}{2\Omega_R\Gamma}\,\frac{1}{1-ix},$$

where numerator and denominator were multiplied by $-i$. At $x=0$ this is real and positive: the wave grows. The power gain coefficient $g$ is defined by a power growth rate $gP/A_{\rm eff}$ at line centre, with $P$ the pump power and $A_{\rm eff}$ the mode area. Amplitude grows at half the rate of power, so

$$\frac{dA_s}{dz}=\frac{gP(z)}{2A_{\rm eff}}\,\frac{1}{1-ix}\,A_s .$$

The real part of $1/(1-ix)$ is $1/(1+x^2)$, which falls to one half at $\delta=\pm\Gamma$. The full width is therefore $2\Gamma=2\pi\Delta\nu$, and

$$\Gamma=\pi\Delta\nu=0.3299\ \text{rad/ps},\qquad 1/\Gamma=3.032\ \text{ps}.$$

The near-resonant form is very good here. For $|x|<3$ it differs from the full oscillator by at most 0.19% of the line-centre value.

Integrating over the length, the Raman process multiplies the Stokes amplitude by

$$H(\delta)=\exp\left[\frac{\ln G}{2}\,\frac{1}{1-ix}\right],\qquad \ln G=\frac{g}{A_{\rm eff}}\int_0^L P(z)\,dz .$$

Only the integral of the pump power enters, so the pump may weaken along the guide. Losses that are flat over the Raman line multiply $H$ by a constant and leave its phase slope alone.

### (b) The delay

Split the exponent into real and imaginary parts with $1/(1-ix)=(1+ix)/(1+x^2)$. The phase of $H$ is

$$\varphi=\frac{\ln G}{2}\,\frac{x}{1+x^2}.$$

A spectral component leaves the guide as $e^{i\varphi(\delta)-i\delta t}$. Neighbouring components add in phase when $d\varphi/d\delta-t=0$, so the added group delay is $\tau=d\varphi/d\delta$. Using $d/d\delta=(1/\Gamma)\,d/dx$ and

$$\frac{d}{dx}\frac{x}{1+x^2}=\frac{(1+x^2)-2x^2}{(1+x^2)^2}=\frac{1-x^2}{(1+x^2)^2},$$

we find

$$\tau(x)=\frac{\ln G}{2\Gamma}\,\frac{1-x^2}{(1+x^2)^2},\qquad \tau_0\equiv\tau(0)=\frac{\ln G}{2\pi\Delta\nu}.$$

For $G=10$, $\ln G=2.3026$ and

$$\tau_0=\frac{2.3026}{2\times0.3299\ \text{ps}^{-1}}=3.49\ \text{ps},$$

which is the result asked for. The delay is proportional to the gain in decibels, at 0.349 ps per dB.

The sign and the size have a simple picture. In time, the factor $1/(1-ix)$ stands for the memory

$$\Gamma\int_0^\infty e^{-\Gamma s}A_s(t-s)\,ds,$$

because a component $e^{-i\delta t}$ gives $\Gamma\int_0^\infty e^{-(\Gamma-i\delta)s}ds=\Gamma/(\Gamma-i\delta)$. The light added by a thin slice is thus a copy of the earlier Stokes wave, late by $1/\Gamma$ on average. If the slice adds a small fraction $\epsilon$ to a slowly varying amplitude, then

$$A_s(t)+\epsilon A_s(t-1/\Gamma)\approx(1+\epsilon)\,A_s(t-\epsilon/\Gamma).$$

The fractions add up to $\tfrac12\ln G$ over the guide, and the delays to $\ln G/(2\Gamma)$.

Away from the centre the delay falls. It vanishes at $x=\pm1$, which is 52.5 GHz from the centre, and is negative beyond.

The width in the formula is that of the gain coefficient, or equally of the gain in decibels. The amplified power spectrum is narrower. It falls to half its peak when $\ln G/(1+x^2)=\ln(G/2)$, so

$$x^2=\frac{\ln G}{\ln(G/2)}-1=\frac{2.3026}{1.6094}-1=0.431,\qquad x=0.656 .$$

Its full width is $0.656\times105=68.9$ GHz. If 105 GHz were this power width instead, $\Gamma$ would be larger by $1/0.656$ and the delay would be only 2.29 ps.

### (c) The delay from the gain curve alone

Let $a(\delta)=\ln|H|$, so that $\ln H=a+i\varphi$. The exponent found in (a) has a single pole, at $\delta=-i\Gamma$, and is analytic in the upper half plane. This expresses causality: the phonon responds to the past, and since the gain is distributed, $\ln H$ is a sum of the causal responses of thin slices. The argument needs $\ln H$ itself to be analytic there, so $H$ must have no zeros in the upper half plane. A causal factor such as $(1+ix)/(1-ix)$ has modulus one and would add the delay $2/\Gamma$ without changing the gain curve. Consider

$$f(\delta)=\frac{\ln H(\delta)-a(0)}{\delta^2}.$$

Since $a$ is even, $a'(0)=0$, and $\ln H-a(0)\approx i\tau_0\delta$ near the origin. Hence $f$ has a simple pole there with residue $i\tau_0$. Close the real axis by a large upper semicircle, whose contribution vanishes because $f$ falls as $1/\delta^2$, and pass above the origin on a small semicircle. That small arc runs clockwise and contributes $-i\pi(i\tau_0)=\pi\tau_0$. The contour encloses no pole, so the principal value of $\int f\,d\delta$ is $-\pi\tau_0$. Its real part reads

$$\tau_0=\frac1\pi\int_{-\infty}^{\infty}\frac{a(0)-a(\delta)}{\delta^2}\,d\delta .$$

For the Lorentzian, $a(0)-a=\tfrac12\ln G\,x^2/(1+x^2)$. With $\delta=\Gamma x$,

$$\tau_0=\frac{\ln G}{2\pi\Gamma}\int_{-\infty}^{\infty}\frac{dx}{1+x^2}=\frac{\ln G}{2\Gamma},$$

as before. Numerical evaluation of the integral also gives 3.490 ps.

Now keep the peak gain and the full width fixed, but take a Gaussian gain coefficient, $a=\tfrac12\ln G\,e^{-bx^2}$ with $b=\ln2$. Integration by parts gives

$$\int_{-\infty}^{\infty}\frac{1-e^{-bx^2}}{x^2}\,dx=\int_{-\infty}^{\infty}2b\,e^{-bx^2}dx=2\sqrt{\pi b}.$$

The Lorentzian value of this integral is $\pi$, so the delay changes by the factor $2\sqrt{\ln2/\pi}=0.939$, to 3.28 ps. Between these two shapes the delay differs by 6%. A flatter top changes it more. For a gain coefficient that is constant for $|x|<1$ and zero outside, the integral is $2\int_1^\infty dx/x^2=2$, so the delay falls by the factor $2/\pi=0.64$, to 2.2 ps.

### (d) Pulses

Let $\tilde A(\delta)=r(\delta)e^{i\varphi(\delta)}$ be the output spectrum of a pulse whose input spectrum is real. Multiplying the pulse by $t$ corresponds to applying $-i\,d/d\delta$ to the spectrum. The centroid of the output power is therefore

$$\langle t\rangle=\frac{\int\tilde A^*(-i\,d\tilde A/d\delta)\,d\delta}{\int|\tilde A|^2d\delta}=\frac{\int r^2\varphi'\,d\delta}{\int r^2d\delta}.$$

The other term, $-i\int rr'd\delta$, is the integral of a total derivative and vanishes. So the centroid delay is $\tau$ averaged over the output spectrum.

Take an input amplitude $e^{-t^2/2T^2}$ at line centre, with spectrum $\propto e^{-T^2\delta^2/2}$. For a long pulse only small $x$ matters, and $\ln|H|\approx\tfrac12\ln G\,(1-x^2)$. The output spectrum is then again Gaussian, with

$$T_{\rm out}^2=T^2+\frac{\ln G}{\Gamma^2}.$$

The pulse is slightly broadened because the gain narrows its spectrum. The output power spectrum is $\propto e^{-T_{\rm out}^2\delta^2}$, so $\langle\delta^2\rangle=1/(2T_{\rm out}^2)$. With $\tau\approx\tau_0(1-3x^2)$, the delay falls short of $\tau_0$ by the fraction

$$\frac{3\langle\delta^2\rangle}{\Gamma^2}=\frac{3}{2\Gamma^2T_{\rm out}^2}.$$

For a pulse of 100 ps full width at half maximum in power, $T=100/(2\sqrt{\ln2})=60.1$ ps, and the shortfall is 0.38%.

These statements were tested by stepping pulses through the guide of part (e) in the time domain, with the memory integral of part (b) and without using $H$ or $\tau(x)$:

- At line centre, the centroid delays are 3.489, 3.477 and 2.815 ps for pulses of 400, 100 and 10 ps.
- A 400 ps pulse detuned by $x=0.5$ is delayed by 1.676 ps, against 1.675 ps from the formula. At $x=1$ the delay is below 0.001 ps.
- Doubling the Raman gain to 20 dB, with the losses held fixed, gives 6.98 ps for the 400 ps pulse.

The 10 ps pulse loses 19% of the line-centre delay, since much of its spectrum lies where $\tau(x)$ is smaller. The spectral average with the full $H$ reproduces its 2.815 ps. A pulse of 100 ps or more shows the line-centre value to better than 1%, but the delay is then a small part of the pulse length.

### (e) A 4 cm waveguide

Take a rib waveguide with a reverse-biased p-i-n junction, pumped at 1434 nm, so that the Stokes wave lies at 1549.6 nm. For an estimate, assume $g=10$ cm/GW, $A_{\rm eff}=0.5\ \mu\text{m}^2$, a two-photon coefficient $\beta=0.7$ cm/GW, a linear loss of 0.5 dB/cm and a carrier lifetime of 0.1 ns at 5 V bias.

The required pump integral follows from the gain. With $g=10^{-10}$ m/W,

$$\int_0^LP\,dz=\frac{A_{\rm eff}\ln G}{g}=\frac{0.5\times10^{-12}\times2.3026}{10^{-10}}\ \text{W m}=11.5\ \text{mW m}.$$

The pump itself suffers linear, two-photon and free-carrier loss. Integrating its power along the guide with these losses shows that 399 mW must be launched, of which 205 mW remain at the end. The added delay corresponds to a group-index change $c\tau_0/L=0.026$.

The pump also removes Stokes light. Absorption of one pump and one Stokes photon together has the rate $2\beta P/A_{\rm eff}$, so its ratio to the Raman gain is $2\beta/g=0.14$, and it costs 1.40 dB. Free carriers cost another 0.22 dB. The measured on–off gain is then

$$10-1.40-0.22=8.38\ \text{dB}.$$

To measure 10 dB on–off, the launched pump must rise to 493 mW and the Raman gain to 12.0 dB. The delay becomes $12.0\times0.349=4.19$ ps. This is 20% more than the original value. The 3.5 ps belongs to 10 dB of Raman gain, before pump-induced loss is subtracted.

The other effects are small here:

- With 0.1 mW of Stokes input, pump depletion lowers $\ln G$ by less than 0.1%.
- The Kerr phase is 0.93 rad, but it varies slowly with frequency. Its delay scale, phase divided by optical angular frequency, is below 1 fs. The free-carrier index contributes 0.2 fs in a simple Drude estimate, and about 1 fs with the larger index changes measured in silicon.
- A simple heat-flow estimate, with the linear loss taken as scattering that does not heat the guide, gives a rise of order 1 K at the input and a thermal delay of order 20 fs, below 1% of $\tau_0$. The accompanying shift of the Raman line, of order 1 GHz at the input, lowers the delay by less than 0.1%. Heating also broadens the line, by roughly 0.3% per kelvin, which lowers the delay by a few tenths of a per cent.
- Spontaneous Raman noise is at most about 0.2 µW, against a Stokes output of 0.43 mW.

In real silicon guides the parameters vary. Reported Raman coefficients spread over several-fold, which changes the pump power but not the delay at fixed Raman gain and linewidth. The 0.1 ns lifetime relies on the bias sweeping carriers out; without it, the lifetime can be 1 ns or more. If the pump profile is held fixed, the carrier density and its Stokes loss scale with the lifetime, so 1 ns would raise that loss from 0.22 to about 2.2 dB and cut the on–off gain to about 6.4 dB. This is only an estimate: the extra carriers also absorb the pump, so keeping 10 dB of Raman gain would take more launched power and change the profile. Ten decibels from a continuous pump is therefore a demanding case, and for smaller Raman gain the delay scales down at 0.35 ps per dB. A pulsed pump needs a separate treatment unless its power is steady over the Stokes pulse, the phonon memory and the walk-off between pump and Stokes light. In bulk silicon their different group velocities separate them by 4 to 5 ps over 4 cm.

The main results are collected in the numerical output below; the remaining material constants are listed among the inputs of the program.

## Numbers as computed

```
Gain-coefficient full width: 105 GHz
Half width Gamma: 0.3299 rad/ps; 1/Gamma: 3.032 ps
Raman gain: 10 dB; ln G: 2.3026
Line-centre delay, formula: 3.490 ps
Delay per dB: 0.3490 ps/dB
Delay from causality integral: 3.490 ps
Delay for Gaussian line, same width: 3.279 ps
Full oscillator: width 105.000 GHz, delay 3.490 ps
Largest error of near-resonant form, |x|<3: 0.19 %
Pulse delay, 400 ps pulse: 3.489 ps
Pulse delay, 100 ps pulse: 3.477 ps
Pulse delay, 10 ps pulse: 2.815 ps; spectral average 2.815 ps
100 ps shortfall: run 0.378 %, law 0.380 %
100 ps variance growth: run 10.50 ps^2, law 10.58 ps^2
Delay at x=0.5: run 1.676 ps, formula 1.675 ps
Delay at x=1: run 0.0001 ps
Delay with doubled Raman gain (20 dB): 6.979 ps
3 dB width of amplified power: 68.9 GHz
Delay if 105 GHz were that width: 2.29 ps
Pump / Stokes wavelength: 1434 / 1549.6 nm
Raman shift: 15.6 THz
Length: 4 cm; mode area: 0.5 um^2
Raman gain coefficient: 10 cm/GW
Two-photon coefficient: 0.7 cm/GW
Linear loss: 0.5 dB/cm; carrier lifetime: 0.1 ns; bias: 5 V
Launched pump for 10 dB Raman gain: 399 mW
Pump at output: 205 mW
Input pump intensity: 80 MW/cm^2
Integral of pump power: 11.51 mW m
Group-index change, c tau/L: 0.0262
Cross two-photon loss of Stokes: 1.40 dB
Free-carrier loss of Stokes: 0.22 dB
On-off gain at 10 dB Raman gain: 8.38 dB
Net gain with linear loss: 6.38 dB
For 10 dB on-off gain: pump 493 mW, Raman gain 12.00 dB
Delay for 10 dB on-off gain: 4.19 ps
Stokes input: 0.1 mW; output 0.43 mW
Raman exponent lost to depletion: 0.07 %
Kerr phase: 0.93 rad; delay scale 0.77 fs
Input carrier density: 1.6e+15 cm^-3
Free-carrier delay: 0.23 fs
Temperature rise at input: 1.4 K
Thermal delay: 18 fs
Thermal Raman-line shift: 0.81 GHz; delay drop 0.07 %
Spontaneous Raman noise scale: 0.21 uW
```
